\section*{Plasma energy, optical gap and the upper bound on electronic permittivity}

\section{What dimensions fix}

The electronic permittivity $\varepsilon$ of an insulator is the static response of its electrons with the nuclei held still. Along a principal axis it is a number. In Gaussian form the polarization is proportional to $ne^2$, with $n$ the electron density, and $ne^2$ has the dimension of mass over time squared. Dividing by the electron mass $m$ and by the square of a gap frequency $E_g/\hbar$ gives a pure number, so
\begin{equation}
\varepsilon-1=C\,\frac{E_p^2}{E_g^2},\qquad
E_p^2=\frac{4\pi\hbar^2ne^2}{m}.
\end{equation}
Dimensions leave $C$ free: it may depend on every dimensionless feature of the spectrum. The claim to be proved is $0\le C\le1$.

Hartree atomic units are used from here on, so $\hbar=m=e=1$, the electron charge is $-1$, and $E_p=\omega_p$ with $\omega_p^2=4\pi n$.

\section{The simplest case: one frequency}

Bind each electron to its site by a spring of frequency $\omega_0$ and let it feel only the macroscopic field $\mathcal E$. At rest, $-\omega_0^2u-\mathcal E=0$, so the displacement is $u=-\mathcal E/\omega_0^2$ and the dipole is $-u=\mathcal E/\omega_0^2$. The polarization is $n\mathcal E/\omega_0^2$, and
\begin{equation}
\varepsilon-1=\frac{4\pi n}{\omega_0^2}=\frac{\omega_p^2}{\omega_0^2}.
\end{equation}
Here $C=1$. A stiff spring gives $\varepsilon\to1$; a vanishing one gives the divergence expected of free charge. A real spectrum has many frequencies, and the question is how the electrons are shared among them.

\section{Many interacting electrons}

Take $N$ electrons in volume $\Omega$, closed into a ring of length $L$ along the field direction $x$. A uniform vector potential enters through a number $\kappa$, the twist:
\begin{equation}
H(\kappa)=\sum_{i=1}^N\tfrac12(\mathbf p_i+\kappa\hat{\mathbf x})^2+V,\qquad \mathcal E=-\frac{d\kappa}{dt}.
\end{equation}
The sign follows from the charge: the velocity $p_x+\kappa$ then changes at the rate $-\mathcal E$. $V$ contains the nuclei and the electron repulsion and depends on positions alone. Spin-orbit coupling and nonlocal pseudopotentials are therefore excluded, since they would add other $\kappa$-dependent terms. The zero-wavevector part of the Coulomb interaction is left out of $V$, because $\mathcal E$ already stands for the total macroscopic field. Local fields on the atomic scale stay in $V$.

\subsection{The sum rule and its remainder}

Let $\Pi=\sum_i(p_{ix}+\kappa)$, let $|n\rangle$ be the eigenstates of $H(\kappa)$, and let $\omega_n=E_n-E_0>0$. Expanding the square gives
\begin{equation}
H(\kappa+\delta)=H(\kappa)+\delta\,\Pi+\tfrac12N\delta^2 .
\end{equation}
Second-order perturbation theory for a nondegenerate ground state yields
\begin{equation}
E_0(\kappa+\delta)=E_0+\delta\langle\Pi\rangle+\delta^2\Big(\frac N2-\sum_{n\ne0}\frac{|\Pi_{n0}|^2}{\omega_n}\Big)+\dots
\end{equation}
Twice the coefficient of $\delta^2$ is the second derivative. With the oscillator strengths $f_n=2|\Pi_{n0}|^2/\omega_n\ge0$,
\begin{equation}
D(\kappa)\equiv\frac{d^2E_0}{d\kappa^2}=N-\sum_{n\neq0}f_n .\label{eq:sum}
\end{equation}

The remainder $D$ has to be dealt with. The operator $U=\exp[i(2\pi/L)\sum_ix_i]$ is single-valued on the ring, and $U^\dagger p_{ix}U=p_{ix}+2\pi/L$. Hence $H(\kappa+2\pi/L)=U^\dagger H(\kappa)U$, and $E_0$ has period $2\pi/L$. If the ground state stays nondegenerate at every twist, $E_0$ is also smooth, and
\begin{equation}
\overline D=\frac{L}{2\pi}\int_0^{2\pi/L}\frac{d^2E_0}{d\kappa^2}\,d\kappa
=\frac{L}{2\pi}\big[E_0'(2\pi/L)-E_0'(0)\big]=0 .
\end{equation}
So the strength averaged over twists is $N$. An insulator is taken here to be a system whose ground state stays nondegenerate at every twist and whose response per volume no longer depends on the twist when the ring is large. Then $D/N$ equals its average, zero, and $\sum_nf_n=N$ holds per electron without averaging.

A small ring shows both halves of the argument. Put two electrons on a ring of 6 bohr in the potential $-0.5\cos(2\pi x/L)$ hartree. Let them repel through $1/\sqrt{x^2+1}$ (in atomic units), made periodic and without its zero-wavevector part. Diagonalization with 15 plane waves per electron gives $\sum f_n=0.967$ at zero twist, less than half of $N=2$. At $\kappa=0.2$ bohr$^{-1}$ the finite-difference curvature of the energy and $N-\sum f_n$ are both $0.629$. The average of $\sum f_n$ over 16 equally spaced twists is $2.0000$. The missing strength at one twist belongs to the small ring.

\subsection{From strengths to permittivity}

Let the vector potential jump by a small $a$ at $t=0$. The perturbation is $a\Pi$, apart from a constant, and the first-order amplitude of state $n$ in the interaction picture is
\begin{equation}
c_n(t)=-ia\,\Pi_{n0}\int_0^te^{i\omega_nt'}dt'=-a\,\Pi_{n0}\frac{e^{i\omega_nt}-1}{\omega_n}.
\end{equation}
The change in $\langle\Pi\rangle$ is $\sum_n(\Pi_{0n}c_ne^{-i\omega_nt}+\text{c.c.})=-a\sum_nf_n(1-\cos\omega_nt)$. The velocity operator itself has also gained $Na$, so the total velocity changes by
\begin{equation}
v(t)=a\Big[N-\sum_nf_n+\sum_nf_n\cos\omega_nt\Big]=a\Big[D+\sum_nf_n\cos\omega_nt\Big].
\end{equation}
Just after the jump $v=Na$: at first every electron responds as if free.

The field was $\mathcal E(t)=-a\,\delta(t)$, with transform $-a$. The current density is $-v/\Omega$. For complex frequency $z$ with $\operatorname{Im}z>0$,
\begin{equation}
\int_0^\infty e^{izt}dt=\frac iz,\qquad
\int_0^\infty e^{izt}\cos\omega_nt\,dt=\frac{iz}{z^2-\omega_n^2}.
\end{equation}
Dividing current by field gives the conductivity
\begin{equation}
\sigma(z)=\frac i\Omega\Big[\frac Dz+\sum_n\frac{f_nz}{z^2-\omega_n^2}\Big].
\end{equation}
Current is the time derivative of polarization, so $\varepsilon=1+4\pi i\sigma/z$ and
\begin{equation}
\varepsilon(z)=1-\frac{4\pi D}{\Omega z^2}+\frac{4\pi}{\Omega}\sum_n\frac{f_n}{\omega_n^2-z^2}.\label{eq:eps}
\end{equation}
For $|z|$ far above all frequencies that carry appreciable strength, the last two terms combine through (\ref{eq:sum}) into $-\omega_p^2/z^2$, the free-electron result. For $z\to0$ a nonzero $D$ makes $\varepsilon$ diverge, which is the metallic case.

\section{The bound}

For an insulator $D=0$, and the static limit of (\ref{eq:eps}) is a sum of non-negative terms. Let $E_g$ be the lowest $\omega_n$ with $f_n>0$. Each term that contributes has $\omega_n\ge E_g$, hence
\begin{equation}
0\le\varepsilon-1=\frac{4\pi}{\Omega}\sum_n\frac{f_n}{\omega_n^2}
\le\frac{4\pi}{\Omega E_g^2}\sum_nf_n=\frac{4\pi N}{\Omega E_g^2},
\end{equation}
that is,
\begin{equation}
\boxed{\;\varepsilon-1\le\left(\frac{\omega_p}{E_g}\right)^2\;}\label{eq:bound}
\end{equation}
Equality requires all the strength to lie at $E_g$, as in the spring model. The slack is measured by a mean gap $\bar E$:
\begin{equation}
\frac1{\bar E^2}=\frac1N\sum_n\frac{f_n}{\omega_n^2},\qquad
\varepsilon-1=\frac{\omega_p^2}{\bar E^2},\qquad C=\frac{E_g^2}{\bar E^2}.
\end{equation}

On the two-electron ring, the twist-averaged $\sum f_n/\omega_n^2$ is $9.25$ hartree$^{-2}$. The lowest active excitation over all sampled twists is $0.3844$ hartree, so the limit is $2/0.3844^2=13.5$ hartree$^{-2}$.

\section{A band crystal}

Consider a simple cubic model crystal with potential $-v(\cos gx+\cos gy+\cos gz)$, $g=2\pi/a$, $a=10$ bohr, and two independent electrons per cell. The problem separates, and $p_x$ changes the $x$ band alone while conserving $k_x$. With $E_j(k)$ the bands of the one-dimensional chain,
\begin{equation}
\varepsilon-1=\omega_p^2\Big\langle\sum_{j\ge2}\frac{f_j(k)}{[E_j(k)-E_1(k)]^2}\Big\rangle_k,\quad
f_j(k)=\frac{2|\langle j|p_x|1\rangle|^2}{E_j(k)-E_1(k)} .
\end{equation}
For one electron, (\ref{eq:sum}) reads $\sum_jf_j(k)=1-E_1''(k)$. The average of $E_1''$ over the full zone vanishes, so a filled band has unit strength per electron.

The density is $2/10^3=0.002$ bohr$^{-3}$, so $\omega_p^2=4\pi\times0.002=0.02513$ hartree$^2$ and $\omega_p=0.1585$ hartree, or $4.31$ eV. For $v=0.10$ hartree, diagonalization with 17 plane waves at 200 values of $k$ gives a smallest vertical separation $E_g=0.09843$ hartree, or $2.68$ eV. Then
\begin{equation}
\Big(\frac{\omega_p}{E_g}\Big)^2=\frac{0.02513}{0.09843^2}\simeq2.59,\qquad \varepsilon-1=1.80 .
\end{equation}
The mean gap is $0.1181$ hartree, and $0.02513/0.1181^2$ returns $1.80$.

The same permittivity follows without oscillator strengths. Add a weak potential energy $w\cos qx$ for the electrons. Its force is $wq\sin qx=-\mathcal E$, so the polarization is $-\chi wq\sin qx$ with $\chi=(\varepsilon-1)/4\pi$. The charge density $-dP/dx$ is $\chi wq^2\cos qx$. Electrons carry charge $-1$, so their number density changes by $n_q\cos qx$ with $n_q=-\chi wq^2$, and
\begin{equation}
\varepsilon-1=-\lim_{q\to0}\frac{4\pi n_q}{wq^2}.
\end{equation}
Diagonalizing supercells one wavelength long, with $w=10^{-4}$ hartree, gives $1.7951$ for 30 cells and $1.8000$ for 60. Removing an error proportional to $q^2$ gives $(4\times1.8000-1.7951)/3=1.8016$, in agreement with the sum over strengths.

Changing $v$ at fixed density shows the trade between permittivity and gap (energies in hartree):

\begin{center}
\begin{tabular}{ccccc}
$v$ & $E_g$ & $\varepsilon-1$ & $(\omega_p/E_g)^2$ & $C$\\
0.08 & 0.0792 & 2.74 & 4.01 & 0.68\\
0.10 & 0.0984 & 1.80 & 2.59 & 0.69\\
0.15 & 0.1448 & 0.88 & 1.20 & 0.74\\
0.20 & 0.1882 & 0.56 & 0.71 & 0.79
\end{tabular}
\end{center}

From the first row to the last the gap grows by a factor $2.38$, whose square is $5.65$, while $\varepsilon-1$ falls by a factor $4.9$. The fall is slower than an inverse square because $C$ rises.

The deep-well limit can be found directly. Near a minimum $-v\cos gx\simeq-v+\tfrac12vg^2x^2$, a spring of frequency $g\sqrt v$. Its ground state has $\langle x^2\rangle=1/(2g\sqrt v)$, so the expansion is good when $g^2\langle x^2\rangle=g/(2\sqrt v)\ll1$. All strength then gathers in one transition and $C\to1$. At $v=0.20$ this parameter is still $0.70$, so the table lies well short of that limit.

\section{Which gap, which electrons}

\subsection{The gap of the crystal, not of its parts}

Return to the springs, one electron per cell of volume $\Omega_c$ on a cubic lattice, and let the dipoles act on one another. To find the field at a site, let $\phi$ be the potential there of a lattice of unit point charges, without the site's own charge. Omitting zero wavevector means adding a uniform background of density $-1/\Omega_c$. At the site the background is the sole remaining charge, so $\nabla^2\phi=4\pi/\Omega_c$, and cubic symmetry gives $\partial_x^2\phi=4\pi/(3\Omega_c)$. Dipoles $p$ along $x$ have potential $-p\,\partial_x\phi$ and hence field $p\,\partial_x^2\phi$. The local field is
\begin{equation}
\mathcal E_{\rm loc}=\mathcal E+\frac{4\pi}{3\Omega_c}p=\mathcal E+\frac{\omega_p^2}3p .
\end{equation}
The equation of motion $\ddot p=-\omega_0^2p+\mathcal E_{\rm loc}$ becomes
\begin{equation}
\ddot p=-\omega_T^2p+\mathcal E,\qquad\omega_T^2=\omega_0^2-\frac{\omega_p^2}3 ,
\end{equation}
where a stable lattice needs at least $\omega_T^2>0$; nonuniform patterns of dipoles can soften first. The static solution $p=\mathcal E/\omega_T^2$ gives $\varepsilon-1=4\pi p/(\Omega_c\mathcal E)=\omega_p^2/\omega_T^2$. The equations are linear, so they hold for the quantum operators too. The uniform dipole excites the single frequency $\omega_T$, and the bound is reached.

For a spacing of 5 bohr and $\omega_0=0.3$ hartree, $\omega_p^2=4\pi/125=0.1005$ hartree$^2$ and $\omega_T^2=0.0900-0.0335=0.0565$ hartree$^2$. So $E_g=\omega_T=0.238$ hartree and $\varepsilon-1=1.78$. Inserting the isolated-site gap would give a supposed limit of $0.1005/0.0900=1.12$, which the true value exceeds.

The $E_g$ in (\ref{eq:bound}) is thus the lowest dipole-active excitation of the interacting crystal at zero macroscopic field. If an active exciton lies below the quasiparticle gap, the exciton energy must be used; the larger gap gives a smaller number that the proof does not guarantee. In the independent-electron crystal the order is reversed. At $v=0.10$ the indirect gap between the top of the filled band and the bottom of the empty ones is $0.0649$ hartree, below the optical gap. It gives a valid but weaker limit, about $6.0$.

\subsection{All electrons count}

In an independent-electron crystal with two filled chain bands, let $f_{12}$ be the zone-averaged strength from band 1 to band 2. The reverse transition has strength $-f_{12}$, since the energy difference changes sign. Each band's strengths to all others average to one, so the strengths into empty bands are
\begin{equation}
S_1=1-f_{12},\qquad S_2=1+f_{12},\qquad S_1+S_2=2 .
\end{equation}
Pauli blocking moves strength from the lower band to the upper. For the chain with $v=0.20$ hartree, $S_1=0.03$ and $S_2=1.97$; the size of the shift depends on the potential. A plasma energy built from valence electrons alone therefore gives no strict bound, and $N$ in (\ref{eq:bound}) includes the core.

Counting the core makes the bound looser, and this can be repaired if the spectrum is known. Let strength $S$ lie between $E_g$ and some energy $E_c$, and the rest above $E_c$. Bounding the two groups separately gives
\begin{equation}
\varepsilon-1\le\frac{4\pi}\Omega\Big[\frac S{E_g^2}+\frac{N-S}{E_c^2}\Big].
\end{equation}
When $(N-S)/E_c^2\ll S/E_g^2$, the core electrons hardly matter except through the strength they pass to $S$.

\subsection{Metals and moving ions}

In a half-filled chain the average of $E_1''$ runs over $|k|<\pi/2a$ and equals $(2a/\pi)E_1'(\pi/2a)$, which is positive for a band rising from $k=0$. For $v=0.10$ hartree the interband strength is $0.48$ per electron. The remaining $0.52$ is $D/N$, and the static permittivity diverges although the vertical gap is open.

Moving ions escape the bound for a different reason. A polar mode of effective charge $Z$, mass $M$ and frequency $\omega_{\rm ph}$ at zero macroscopic field, one per cell, is displaced by $Z\mathcal E/(M\omega_{\rm ph}^2)$ and adds
\begin{equation}
\Delta\varepsilon=\frac{4\pi Z^2}{\Omega_cM\omega_{\rm ph}^2}
\end{equation}
to the static permittivity. This grows without limit as the mode softens, while $E_g$ need not change. In an ideal insulating crystal that meets the assumptions of the proof (nonrelativistic electrons, nondegenerate ground state), without mobile or interface charge, any part of the static permittivity above $1+(\omega_p/E_g)^2$, with all electrons counted in $\omega_p$, therefore has to come from the lattice. A value below that limit decides nothing.

For gate dielectrics the limit is often too loose to separate the two parts. Crystalline aluminium oxide (sapphire) has 50 electrons per formula unit and a density near 4 g/cm$^3$, so $\omega_p$ is about 40 eV. An optical gap near 9 eV then allows $\varepsilon-1$ up to about 20, twice the measured total permittivity of about 10. Amorphous gate films, near 3 g/cm$^3$ and 7 eV, have a looser limit still, about 25. A sharper limit needs the distribution of strength. A split into core and valence alone is not enough here: the 24 valence electrons of sapphire placed at 9 eV already allow $\varepsilon-1$ of nearly 10.

Numerical values quoted here were computed with a short program.
